# Why the 3d orbital of argon 3p⁵3d depends on the term

When a 3p electron of argon is lifted into 3d, the excited electron faces a shell with one hole. Far out it sees the charge of an Ar⁺ ion, $-1/r$, in which a 3d orbital has a mean radius of 10.5 bohr. Closer in, it can gain energy by penetrating the 3p shell, whose own mean radius is about 1.56 bohr. The balance between staying out and coming in is delicate, and the angular momentum and spin coupling of the hole and the electron can tip it. In Hartree-Fock theory with the ion core held fixed, the ³P orbital has a mean radius of 7.9 bohr and the ¹P orbital one of 10.3 bohr, although the configuration and the total orbital angular momentum are the same.

The cause is the exchange integral $G^1(3p,3d)$. It is tempting to say that ¹P has a large $G^1$ which expels the electron. The calculation gives a more careful statement: ¹P has a large positive *coefficient* of $G^1$, and its orbital responds by making the integral itself small.

## The model

I use nonrelativistic LS coupling, a single configuration and Hartree atomic units. The core is taken from a Hartree-Fock calculation of Ar⁺ 3p⁵ ²P and at first kept frozen. The unknown is then one radial function $P(r)=rR(r)$ with $\int P^2dr=1$. This makes the problem linear and allows most of the argument to be proved. With $r_<$ and $r_>$ the smaller and larger of $r$ and $s$, define

$$F^k=\iint P_{3p}^2(r)\frac{r_<^k}{r_>^{k+1}}P^2(s)\,dr\,ds,$$

$$G^k=\iint \rho(r)\frac{r_<^k}{r_>^{k+1}}\rho(s)\,dr\,ds,\qquad \rho=P_{3p}P .$$

## Where the repulsion comes from

Let $h$ label the spin-orbital missing from the 3p shell and $d$ the occupied 3d spin-orbital. Write $\langle ab|cd\rangle=\iint a^*(1)b^*(2)c(1)d(2)/r_{12}$ and $W(pd;p'd')=\langle pd|p'd'\rangle-\langle pd|d'p'\rangle$. The p-d interaction is $\sum W(pd;p'd')\,a_p^\dagger a_{p'}a_d^\dagger a_{d'}$. A hole state is $a_h|\text{full}\rangle$, and in the full shell

$$\langle a_h^\dagger a_p^\dagger a_{p'}a_{h'}\rangle=\delta_{pp'}\delta_{hh'}-\delta_{hp'}\delta_{ph'} .$$

The matrix element between $(h,d)$ and $(h',d')$ is therefore

$$\delta_{hh'}\sum_pW(pd;pd')-\langle h'd|hd'\rangle+\langle h'd|d'h\rangle .$$

The first part is a full shell, the second removes the direct repulsion of the missing electron, and the third removes its exchange. Exchange lowers the energy, so its removal enters with a plus sign.

Both exchange parts need the angular sum $S_k=\sum|\langle1m|C^k_q|2m'\rangle|^2$ over $m,m',q$, where $C^k_q$ is a spherical harmonic normalized so that $\sum_q|C^k_q|^2=1$. The addition theorem turns each sum over magnetic numbers into a Legendre polynomial of the angle between two directions:

$$S_k=\frac{3}{4\pi}\frac{5}{4\pi}\,8\pi^2\int_{-1}^1P_1P_2P_k\,dx=\frac{15}{2}\int_{-1}^1P_1P_2P_k\,dx .$$

The integral is $4/15$ for $k=1$. For $k=3$, $xP_2=(3P_3+2P_1)/5$ gives $(3/5)(2/7)=6/35$. Thus $S_1=2$ and $S_3=9/7$.

In the full shell, a d electron exchanges with the three p electrons of its own spin. By rotational symmetry each of the five d orbitals receives the same share, so the energy is $-\sum_kS_kG^k/5=-\tfrac25G^1-\tfrac9{35}G^3$.

The last term of the matrix element is the Coulomb interaction of the transition densities $h^*d$ and $h'^*d'$. Its multipole expansion contains, for each $k$, a sum of $2k+1$ products $v_{kq}v_{kq}^\dagger$. The vector $v_{kq}$ has orbital angular momentum $k$. It contains the two spin-conserving excitations with equal weight and sign, so it is a singlet. These vectors are orthogonal and have a common squared length for given $k$. The two spins double $S_k$, and division among $2k+1$ vectors gives the eigenvalue $2S_k/(2k+1)$: $4/3$ for $G^1$ in ¹P and $18/49$ for $G^3$ in ¹F. In every other term this contribution vanishes.

The coefficient of $G^1$ is thus $-2/5+4/3=+14/15$ in ¹P and $-2/5$ in all other terms. That of $G^3$ is $-9/35+18/49=27/245$ in ¹F and $-9/35$ elsewhere.

The direct interaction gives $5F^0$ and a quadrupole part $f_TF^2$. For an electron with quantum numbers $l,m$, the mean of $C^2_0$ is proportional to $l(l+1)-3m^2$. The state $m=l$, with density proportional to $\sin^{2l}\theta$, has $\langle\cos^2\theta\rangle=1/(2l+3)$, which fixes the factor:

$$c_l(m)=\frac{l(l+1)-3m^2}{(2l-1)(2l+3)} .$$

Hence $c_1=2/5,-1/5$ for $|m|=0,1$ and $c_2=2/7,1/7,-2/7$ for $|m|=0,1,2$. A full shell is spherical, so a hole has the opposite quadrupole, $-c_1$. The direct interaction conserves $L$; the sum of its diagonal elements at fixed $M$ must equal the sum of $f_T$ over terms with $L\ge M$:

- $M=3$: $f_F=-2/35$.
- $M=2$: $f_F+f_D=1/35+4/35=1/7$, so $f_D=1/5$.
- $M=1$: $f_F+f_D+f_P=2/35-2/35-2/35=-2/35$, so $f_P=-1/5$.

Diagonalization in all 60 determinants of the configuration confirms these coefficients. ¹P and ³P have the same $F^0$, $F^2$ and $G^3$ terms. They differ by $\tfrac43G^1$ alone, which makes them the clean pair for an explanation.

## An equation with one control parameter

The frozen-core energy of term $T$ is $E(\text{Ar}^+)+\langle P|H_T|P\rangle$. The operator $H_T$ contains the kinetic energy, the centrifugal term $3/r^2$, the nuclear attraction $-18/r$, the closed core shells, and the 3p-3d terms just found. There is one 3d electron, so nothing in $H_T$ depends on $P$. Minimization at fixed norm gives

$$H_TP_T=\varepsilon_TP_T .$$

The exchange integral enters through an operator $K$ with $\langle P|K|P\rangle=G^1$:

$$(KP)(r)=P_{3p}(r)\int\frac{r_<}{r_>^2}P_{3p}(s)P(s)\,ds .$$

The factor $P_{3p}(r)$ in front confines the action of $K$ to the region of the 3p shell.

This operator cannot have a negative expectation value. Set

$$y(r)=\frac1r\int_0^rs\rho\,ds+r^2\int_r^\infty\frac{\rho}{s^2}\,ds ,$$

so that $G^1=\int\rho\,(y/r)\,dr$. In the first derivative the contributions from the integration limits cancel. Differentiating again gives $-y''+2y/r^2=3\rho/r$. Multiplication by $y/3$ and integration by parts, with $y$ vanishing at both ends, yield

$$G^1=\frac13\int_0^\infty\left[(y')^2+\frac{2y^2}{r^2}\right]dr\ge0 .$$

Up to a positive constant factor, this is the electrostatic energy of a dipolar charge density with radial part $\rho$. The electron can lower it by reducing its overlap with 3p.

Now let $H(\lambda)=H_{^3P}+\lambda K$. At $\lambda=0$ this is the ³P operator, and at $\lambda=4/3$ the ¹P operator. Let $\varepsilon(\lambda)$ be its lowest eigenvalue and $G(\lambda)$ the value of $G^1$ in its eigenfunction. For $\mu>\lambda$, using each eigenfunction as a trial function for the other operator gives

$$\varepsilon(\mu)\le\varepsilon(\lambda)+(\mu-\lambda)G(\lambda),$$

$$\varepsilon(\lambda)\le\varepsilon(\mu)-(\mu-\lambda)G(\mu).$$

Together,

$$(\mu-\lambda)G(\mu)\le\varepsilon(\mu)-\varepsilon(\lambda)\le(\mu-\lambda)G(\lambda).$$

Therefore $G(\mu)\le G(\lambda)$: turning up the repulsion can never increase the integral it multiplies. For the two terms,

$$\tfrac43G^1[{}^1P]\le\varepsilon_{^1P}-\varepsilon_{^3P}\le\tfrac43G^1[{}^3P].$$

If the orbital did not respond, the three quantities would be equal. Their spread measures the term dependence.

## What happens in argon

The numerical output after the text lists the full results. In the ³P orbital $G^1=0.0251$ hartree, and in the ¹P orbital $0.00125$ hartree, twenty times less. The inequality reads

$$0.0017\le0.0074\le0.0335\ \text{hartree}.$$

The splitting between the separately optimized terms is 0.20 eV. Evaluating it with the ³P orbital would give 0.91 eV, 4.5 times the optimized value.

The splitting can be divided exactly within the model. The repulsion still present in the ¹P orbital contributes $0.0017$ hartree. The remaining $0.0074-0.0017=0.0058$ hartree, from unrounded values, is the rise of $\langle H_{^3P}\rangle$ when the ³P orbital is replaced by the ¹P one. More than three quarters of the splitting is thus the price of avoiding the repulsion, and less than a quarter is repulsion actually suffered.

The displacement is plain in the density. The probability of finding the 3d electron within 4 bohr falls from 0.146 in ³P to 0.021 in ¹P. Yet the two functions overlap by 0.94. Most of the norm lies beyond 4 bohr, 85% in ³P and 98% in ¹P, while exchange depends mainly on the small inner part. The radial dipole integral with 3p also comes mostly from that part, though less exclusively: it falls from 0.68 to 0.23 bohr. Its square, which enters the length form of the transition strength, changes by a factor of about 8.5.

"Expelled" must not be read as pushed beyond the hydrogenic orbital. The ¹P energy, $-0.0565$ hartree, is still slightly below the hydrogenic $-1/18=-0.0556$, and its radius of 10.3 bohr is slightly below 10.5. What keeps it there is the quadrupole attraction. It contributes $-\tfrac15F^2=-0.0014$ hartree, more than the whole difference of $0.0009$ hartree from the hydrogenic energy.

An intermediate point on the path is informative. With $\lambda=2/5$ the total coefficient of $G^1$ is zero, and the mean radius is 9.5 bohr. Going from $-2/5$ to zero moves the radius by 1.6 bohr; going on to $+14/15$ moves it by another 0.8 bohr. Along this path, about two thirds of the displacement comes from losing the exchange attraction of ³P, and one third from the repulsion that replaces it. The second step is smaller although the coefficient changes more, because little overlap is left for $K$ to act on.

## Why the response is so strong

For a small change $\lambda$, first-order perturbation theory gives

$$\delta P=-\lambda\sum_{n\ne3d}P_n\frac{\langle P_n|K|P_{3d}\rangle}{\varepsilon_n-\varepsilon_{3d}},$$

where the sum includes the continuum. The orbital is stiff if exchange is small compared with the spacing of the d levels. Here it is not. The spacing of hydrogenic 3d and 4d is $1/18-1/32=0.024$ hartree, whereas the unrelaxed exchange shift is $0.034$ hartree. The quantities in the formula tell the same story: for $H_{^3P}$ the 3d-4d gap is $0.028$ hartree and $\tfrac43|\langle P_{4d}|K|P_{3d}\rangle|$ is $0.026$ hartree. Because $K$ is confined to the 3p region, the continuum matters too; it supplies more than half of the second-order energy. A perturbation of this size can reshape the orbital, and the first-order energy is then only an upper bound to the splitting, not a good estimate of it.

The opposite limit shows when the effect fades. Keep the same electrons and increase the nuclear charge $Z$, still without relativity. Lengths shrink as $1/Z$, electron interactions grow as $Z$, and the spacings between d levels grow as $Z^2$. By the formula above, the change of the orbital is of order $1/Z$. The energy error of a shared orbital is of second order in that change, $Z^2\times Z^{-2}=O(1)$, while the term splitting grows as $Z$. At large $Z$ one radial function therefore becomes adequate for the splittings to leading order. This is an asymptotic statement, and the approach is not monotonic. In K⁺ and Ca²⁺ the ³P orbital collapses into the core before the ¹P orbital does, and their overlap falls from 0.94 in Ar to 0.69 and 0.82; it exceeds 0.99 at $Z=26$. The effect also disappears if the outer orbital does not overlap 3p, because $K$ then has nothing to act on.

## Can one function be shared?

For any shared function $P$, the summed energy error in ³P and ¹P is

$$\langle P|H(0)+H(4/3)|P\rangle-\varepsilon(0)-\varepsilon(4/3).$$

Since $H(0)+H(4/3)=2H(2/3)$, its minimum is $2\varepsilon(2/3)-\varepsilon(0)-\varepsilon(4/3)$. This can vanish only if one function minimizes both energies. In argon it is $0.0048$ hartree, about 65% of the splitting being described. No choice of a common function can do better in this sum.

A different compromise is the function that minimizes the mean energy of the 57 states outside ¹P. Its errors relative to the separately optimized orbitals are:

| Term | Error, $10^{-3}$ hartree |
|---|---:|
| ³P | 1.39 |
| ³F | 0.18 |
| ¹F | 0.22 |
| ¹D, ³D | 0.39 |
| ¹P | 7.46 |

Weighted by the number of states, the mean error outside ¹P is $0.45\times10^{-3}$ hartree; the error in ¹P is nearly 17 times larger. The shared function would also make the ¹P-³P splitting $7.45+7.46-1.39=13.52$ in the same unit, 1.8 times the optimized value. In this sense the function that serves the other terms tolerably fails for ¹P.

## The D terms prevent a simple division

It would still be wrong to picture one diffuse ¹P orbital and a group of equally compact orbitals for the rest. The D orbital has a mean radius of 9.9 bohr and overlaps the ¹P orbital by 0.996. Their energies differ by only about $0.0001$ hartree. The reason is the quadrupole term, repulsive in D and attractive in P:

$$H_{^1P}-H_D=\tfrac43K-\tfrac25Y^2,\qquad \langle P|Y^2|P\rangle=F^2 .$$

The same trial-function argument places the energy difference between the expectation values of this operator in the ¹P and D orbitals, $-0.0012$ and $+0.0034$ hartree. Exchange and quadrupole effects nearly cancel in the energy.

They do not cancel at each radius. Exchange acts where 3p has amplitude, whereas the quadrupole potential continues outside as $r^{-3}$. The D orbital keeps more inner density, and its $G^1$ is nearly five times that of ¹P. Put into the ¹P energy, it gives an error of $0.0034-0.0001=0.0033$ hartree, about 6% of the ¹P binding energy, despite the overlap of 0.996. A high overlap is a poor certificate when the energy depends on a small inner part of the function.

The most compact orbital belongs to ³P, which combines an attractive $G^1$ term with a stronger quadrupole attraction than the F terms have. The range of orbitals thus reflects $F^2$ as well as exchange, and $G^3$ in ¹F. The ¹P-³P pair isolates the role of $G^1$.

## What survives beyond the frozen core

When all orbitals are optimized separately for each term, the ¹P-³P splitting becomes 0.21 eV instead of 0.20 eV. The mean radii are 7.8 bohr for ³P and 10.3 bohr for ¹P. Core relaxation slightly strengthens the binding of the penetrating ³P orbital and hardly affects ¹P. The frozen core was a convenience for the proof, and the effect does not depend on it.

The need for different orbitals belongs to the single-configuration description. The eigenfunctions of $H_{^3P}$, including the continuum, form a complete radial set. Diagonalizing $H_{^1P}$ in that set, which means mixing 3p⁵3d with all other 3p⁵$n$d configurations, bound and continuum, built on ³P orbitals, recovers $P_{^1P}$ and its energy exactly in the frozen-core model. A common orbital set is therefore admissible if the mixing is included. What fails is one common 3d function without it.

The model omits correlation, mixing with 3p⁵$n$s configurations, and spin-orbit coupling. Among the $n$s configurations the close neighbour is 3p⁵5s, whose frozen-core terms lie between 3d ³P and 3d ¹P; it contributes about 10% to the ³P state. Correlation acts mainly as polarization of the ion core, to which the penetrating ³P orbital is very sensitive. A model polarization potential with $\alpha\approx7$ a.u. and a cutoff radius of 2.5 to 2.0 bohr contracts it to between 6.1 and 4.6 bohr and raises the splitting to between 0.4 and 0.8 eV, while ¹P stays near 9.8 bohr. The radii and the splitting quoted above are therefore Hartree-Fock values. Spin-orbit coupling is also a serious omission for real argon: the spin-orbit splitting of the 3p⁵ core is roughly 0.2 eV, comparable with the ¹P-³P splitting and far larger than the ¹P-D difference. Actual levels mix these terms, and the energies given here are not predictions of measured lines. The exchange mechanism remains part of the Hamiltonian in which that mixing takes place.

## Computed results

```
F2 coefficients (states): -0.20000 (12), -0.05714 (28), 0.20000 (20)
G1 coefficients (states): -0.40000 (57), 0.93333 (3)
G3 coefficients (states): -0.25714 (53), 0.11020 (7)
Ar ground energy, grid: -526.81751 hartree
Ar ground energy, cc-pVQZ: -526.81678 hartree
Ar+ energy: -526.27453 hartree
Ar+ 3p mean radius: 1.5585 bohr
hydrogen 3d: energy -0.055556 hartree, radius 10.500 bohr
Frozen core: eps [hartree], <r> [bohr], probability r<4 bohr
  3P: -0.063939, 7.9306, 0.14618
  1P: -0.056491, 10.3270, 0.02078
  D: -0.056602, 9.9033, 0.04623
  3F: -0.060463, 8.8173, 0.09237
  1F: -0.058413, 9.5239, 0.05434
Frozen core: F2, G1 [hartree], |dipole integral 3p-3d| [bohr]
  3P: 0.029779, 0.025125, 0.6768
  1P: 0.007086, 0.001246, 0.2326
  D: 0.011490, 0.005986, 0.3788
  3F: 0.019850, 0.014309, 0.5376
  1F: 0.012876, 0.006841, 0.4074
Overlap of 3d with that of 1P, and with that of 3P
  3P: 0.93888, 1.00000
  1P: 1.00000, 0.93888
  D: 0.99554, 0.96557
  3F: 0.97323, 0.99284
  1F: 0.99150, 0.97567
G1 coefficient: eps [hartree], <r> [bohr], G1 [hartree]
  -0.4000: -0.063939, 7.9306, 0.025125
  +0.0000: -0.058974, 9.4855, 0.005914
  +0.9333: -0.056491, 10.3270, 0.001246
1P-3P splitting: 0.007448 hartree = 0.2027 eV
integral of G1 over lam: 0.007448 hartree
(4/3)G1 in 1P orbital: 0.001661 hartree
(4/3)G1 in 3P orbital: 0.033500 hartree = 0.9116 eV
least total error, one 3d for 1P and 3P: 0.004807 hartree
Error of common 3d made for all terms but 1P [hartree]
  3P: 0.001386
  1P: 0.007457
  D: 0.000393
  3F: 0.000176
  1F: 0.000223
1P-D difference: 0.000112 hartree
(4/3)G1-(2/5)F2 in 1P orbital: -0.001173 hartree
(4/3)G1-(2/5)F2 in D orbital: 0.003386 hartree
Relaxed: E-E(Ar+) [hartree], <r> of 3d [bohr], G1 [hartree]
  3P: -0.064162, 7.8074, 0.027324
  1P: -0.056492, 10.3261, 0.001243
  D: -0.056614, 9.8945, 0.006073
  3F: -0.060535, 8.7707, 0.014942
  1F: -0.058429, 9.5134, 0.006951
relaxed 1P-3P: 0.007670 hartree = 0.2087 eV
```
